# Van der Waals adhesion of two Drude half-spaces from surface-plasmon zero-point energy

Take two identical oscillators of frequency $\omega_0$, with coordinates $q_1$ and $q_2$, coupled by a dimensionless strength $u$ between 0 and 1:

$$\ddot q_1=-\omega_0^2(q_1+u\,q_2),\qquad \ddot q_2=-\omega_0^2(q_2+u\,q_1).$$

Adding and subtracting the equations shows that $q_1+q_2$ and $q_1-q_2$ oscillate independently, with $\omega_\pm^2=\omega_0^2(1\pm u)$. Each oscillator has the ground-state energy $\hbar\omega/2$, so the coupling changes the ground-state energy by

$$\Delta E=\frac{\hbar\omega_0}{2}\left[\sqrt{1+u}+\sqrt{1-u}-2\right].$$

The square of $\sqrt{1+u}+\sqrt{1-u}$ is $2+2\sqrt{1-u^2}$, which is less than 4. The bracket is therefore negative: one frequency rises and the other falls, but the fall is larger. For weak coupling $\sqrt{1\pm u}\approx1\pm u/2-u^2/8$. The linear terms cancel and $\Delta E\approx-\hbar\omega_0u^2/8$. The energy is lowered although neither oscillator has an average displacement.

Two metal surfaces facing each other are a collection of such pairs. For each wave vector along the surfaces, the electrons of each face have one collective oscillation, the surface plasmon, and the electric field in the gap couples the two. What remains is to find $u$ and to add up the pairs.

Let metal fill $|z|>d/2$, with vacuum between. In the Drude model without loss, a free electron of charge $-e$ in a field $\mathbf E e^{-i\omega t}$ obeys $m\ddot{\mathbf r}=-e\mathbf E$, so $\mathbf r=e\mathbf E/(m\omega^2)$. With $n$ electrons per volume the polarization is $\mathbf P=-ne\mathbf r=-ne^2\mathbf E/(m\omega^2)$, and

$$\varepsilon(\omega)=1-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}.$$

The response is local: $\mathbf P$ at a point depends on the field at that point, right up to a sharp surface. The speed of light is taken as infinite (the nonretarded limit), so $\mathbf E=-\nabla\phi$, and without external charge $\nabla\cdot(\varepsilon\nabla\phi)=0$. The temperature is zero.

Write $\phi=f(z)e^{i\mathbf k\cdot\mathbf r_\parallel}$ with $k=|\mathbf k|>0$. At $\omega=\omega_p$ the metal has $\varepsilon=0$, and the equation inside it holds for any $f$. The normal displacement field then vanishes at both faces, which forces $f=0$ throughout the gap. These bulk plasmons live inside each metal and keep the frequency $\omega_p$ whatever the gap, so they cancel from the interaction. Electron displacements that create no charge feel no restoring force; they have $\omega=0$ and no zero-point energy.

At any other frequency $\varepsilon$ is a nonzero constant in each region, so $f''=k^2f$ there. In the metals $f$ must decay as $e^{-k|z|}$. In the gap, symmetry allows us to take $f$ even or odd. At each face $f$ and $\varepsilon f'$ are continuous.

For the even case, $f=\cosh kz$ in the gap. At $z=d/2$ the ratio $\varepsilon f'/f$ is $k\tanh(kd/2)$ on the vacuum side and $-\varepsilon k$ on the metal side. Hence $\varepsilon=-\tanh(kd/2)$, or

$$\omega_+^2=\frac{\omega_p^2}{1+\tanh(kd/2)}=\frac{\omega_p^2}{2}\left(1+e^{-kd}\right),$$

because $1+\tanh y=2/(1+e^{-2y})$. For the odd case $f=\sinh kz$ gives $\varepsilon=-\coth(kd/2)$. Since $1+\coth y=2/(1-e^{-2y})$,

$$\omega_-^2=\frac{\omega_p^2}{1+\coth(kd/2)}=\frac{\omega_p^2}{2}\left(1-e^{-kd}\right).$$

With $\omega_s=\omega_p/\sqrt2$ the two results read

$$\omega_\pm^2=\omega_s^2\left(1\pm e^{-kd}\right).$$

This is the oscillator pair of the opening, with $\omega_0=\omega_s$ and $u=e^{-kd}$. At infinite gap both modes have the frequency $\omega_s$ of a single surface. In the odd mode the facing charges have opposite signs; their attraction weakens the restoring force and lowers the frequency. In the even mode they have equal signs and the frequency rises. The coupling fades as $e^{-kd}$ because a charge wave of wavelength $2\pi/k$ has a field that decays over the distance $1/k$.

A unit area has $d^2k/(2\pi)^2=k\,dk/(2\pi)$ wave vectors in the range $dk$, after integration over direction. Each contributes $\hbar(\omega_++\omega_-)/2$. Subtracting the value for isolated surfaces at the same $k$ gives the interaction energy per area,

$$E(d)=\frac{\hbar}{4\pi}\int_0^\infty k\,dk\,\left(\omega_++\omega_--2\omega_s\right).$$

The subtraction is necessary, since the zero-point energy of a single surface diverges at large $k$ in this model. The difference converges: at large $k$ its bracket behaves as $-\omega_se^{-2kd}/4$, and at small $k$ it tends to the finite value $(\sqrt2-2)\omega_s$, multiplied by $k$.

Now put $x=kd$, so that $k\,dk=x\,dx/d^2$. The frequencies depend on $k$ and $d$ through $x$ alone, and the gap leaves the integral:

$$E(d)=-\frac{C\hbar\omega_s}{4\pi d^2},\qquad C=\int_0^\infty x\left[2-\sqrt{1+e^{-x}}-\sqrt{1-e^{-x}}\right]dx.$$

The inverse square has a simple origin. Waves with $k$ up to about $1/d$ are coupled appreciably, their number per area grows as $1/d^2$, and each contributes $\hbar\omega_s$ times a number that depends on $kd$ alone. A further length in the problem would spoil the argument, and this is how the law fails at both ends of its range.

To evaluate $C$, expand both roots by the binomial series. Odd powers cancel and even powers double:

$$\sqrt{1+u}+\sqrt{1-u}-2=2\sum_{n=1}^\infty\binom{1/2}{2n}u^{2n}.$$

The coefficient $\binom{1/2}{2n}$ has one positive factor, $1/2$, and $2n-1$ negative ones in its numerator, so it is negative. All terms have the same sign and may be integrated one by one. With $\int_0^\infty xe^{-2nx}dx=1/(4n^2)$,

$$C=\sum_{n=1}^\infty\frac{1}{2n^2}\left|\binom{1/2}{2n}\right|=\frac1{16}+\frac5{1024}+\frac{21}{18432}+\dots=0.06940.$$

The first term, 0.0625, comes from the weak-coupling shift $-\hbar\omega_su^2/8$ and supplies 90.1 % of the sum. Second order does well for two reasons: the strongly coupled waves at small $k$ are few (those with $u>0.9$ supply 3 % of the sum), and even at $u=0.5$ the second-order shift is 92 % of the exact one.

The energy can also be written with the Hamaker constant $A$, defined here by

$$E=-\frac{A}{12\pi d^2},\qquad A=3C\hbar\omega_s=0.2082\,\hbar\omega_s.$$

The force per area, positive for repulsion, is

$$P=-\frac{dE}{dd}=-\frac{A}{6\pi d^3}=\frac{2E}{d}.$$

The inverse square thus belongs to the energy; the pressure follows an inverse cube.

The same energy can be written with imaginary frequencies $\omega=i\xi$, a form that makes other materials accessible. There $\varepsilon(i\xi)=1+\omega_p^2/\xi^2$, and the reflection factor of one face is

$$\Delta(i\xi)=\frac{\varepsilon-1}{\varepsilon+1}=\frac{\omega_s^2}{\xi^2+\omega_s^2}.$$

Factoring $1-\Delta^2u^2=(1+\Delta u)(1-\Delta u)$ with $u=e^{-kd}$ gives

$$1-\Delta^2e^{-2kd}=\frac{(\xi^2+\omega_+^2)(\xi^2+\omega_-^2)}{(\xi^2+\omega_s^2)^2}.$$

Next, $\int_0^\infty\ln[(\xi^2+a^2)/(\xi^2+b^2)]\,d\xi=\pi(a-b)$, because the integral vanishes at $a=b$ and its derivative with respect to $a$ is $\int_0^\infty2a\,d\xi/(\xi^2+a^2)=\pi$. Using this for each of the two modes turns the mode sum into

$$E=\frac{\hbar}{4\pi^2}\int_0^\infty d\xi\int_0^\infty k\,dk\,\ln\left(1-\Delta^2e^{-2kd}\right).$$

This is the nonretarded Lifshitz energy. Expanding the logarithm and using $\int_0^\infty ke^{-2mkd}dk=1/(4m^2d^2)$,

$$E=-\frac{\hbar}{16\pi^2d^2}\int_0^\infty d\xi\sum_{m=1}^\infty\frac{\Delta(i\xi)^{2m}}{m^3}.$$

Within this formula the inverse square holds for any local $\varepsilon$; the material sets the prefactor.

A second case shows what binding does. If every electron is held by a spring of frequency $\omega_b$, then $\varepsilon(i\xi)=1+\omega_p^2/(\omega_b^2+\xi^2)$ and $\Delta=\omega_s^2/(\xi^2+\Omega^2)$, with $\Omega^2=\omega_b^2+\omega_s^2$. The $m=1$ term contains $\int_0^\infty\Delta^2d\xi=\pi\omega_s^4/(4\Omega^3)$, against $\pi\omega_s/4$ for free electrons. In this first term of the series, binding reduces the attraction by the factor $(\omega_s/\Omega)^3$: stiffer electrons respond less.

For numbers, consider two clean, flat faces of bcc tungsten 2 nm apart, as might bound a void or a delaminated seam in an interconnect. The cubic cell, with its edge set to 0.3165 nm for this example, holds two atoms. If all six valence electrons per atom are treated as free,

$$n=\frac{2\times6}{(0.3165\ \text{nm})^3}=378.5\ \text{nm}^{-3},$$

which gives $\hbar\omega_p=22.85$ eV and $\hbar\omega_s=16.15$ eV. At $kd=1$ the coupled modes lie at 12.84 and 18.89 eV. Their sum is 0.57 eV below $2\hbar\omega_s$, so each such wave vector lowers the zero-point energy by half of that, 0.29 eV. Altogether

$$A=0.2082\times16.15\ \text{eV}=3.36\ \text{eV}=5.39\times10^{-19}\ \text{J},$$

$$E=-\frac{3.36\ \text{eV}}{12\pi\,(2\ \text{nm})^2}=-0.0223\ \text{eV/nm}^2=-3.57\ \text{mJ/m}^2.$$

The pressure is $2E/d=-3.57$ MPa. The figures for energy and pressure agree because $2/d$ happens to be $1\ \text{nm}^{-1}$, and 1 mJ/m² per nanometre is 1 MPa.

How far can these values be trusted? The corrections below were found by numerical quadrature over $\xi$ and $k$ at the fixed gap of 2 nm. Except where stated, each is introduced alone and given relative to the $|E|$ above. The mode sum above covers one kind of electron, without loss and with local response. For everything beyond that, the estimates rest on the general Lifshitz theory, which is taken over here without derivation.

Retardation matters when light needs a time comparable with $1/\omega_s$ to cross the gap, that is, when $d$ approaches $c/\omega_s=12.2$ nm. In the energy formula the decay constant $k$ in the exponential becomes $k_0=\sqrt{k^2+\xi^2/c^2}$, and the logarithm is summed over two polarizations, with $\Delta$ replaced by

$$r_{\rm TM}=\frac{\varepsilon k_0-k_m}{\varepsilon k_0+k_m},\qquad r_{\rm TE}=\frac{k_0-k_m}{k_0+k_m},\qquad k_m=\sqrt{k^2+\varepsilon\,\xi^2/c^2}.$$

As $c\to\infty$ these go to $\Delta$ and 0. At 2 nm the result is 7.9 % weaker attraction, and the local exponent $d\ln|E|/d\ln d$ is $-2.09$ in place of $-2$.

The opposite limit, $d\gg c/\omega_p$, can be worked out. The exponential restricts $\xi$ to values of order $c/d$, far below $\omega_p$, where $\varepsilon$ is very large and both $r^2$ tend to 1. The two polarizations then contribute equally. At fixed $\xi$, $k\,dk=k_0\,dk_0$ with $k_0\ge\xi/c$; doing the $\xi$ integral first, from 0 to $ck_0$, gives

$$E\to\frac{\hbar c}{2\pi^2}\int_0^\infty k_0^2\ln\left(1-e^{-2k_0d}\right)dk_0=-\frac{\hbar c}{8\pi^2d^3}\sum_{m=1}^\infty\frac1{m^4}=-\frac{\pi^2\hbar c}{720\,d^3},$$

where $\int_0^\infty k_0^2e^{-2mk_0d}dk_0=1/(4m^3d^3)$ and $\sum m^{-4}=\pi^4/90$ were used. The plasma frequency has dropped out, and the energy falls as the inverse cube. This holds for the lossless model at zero temperature, and it is approached slowly: the energy is 85 % of this value at 200 nm and 97 % at 1 µm. At finite temperature it also needs $d$ well below $\hbar c/(2\pi k_BT)$, about 0.9 µm at 400 K; at 3 µm and 400 K the lossless energy is already 1.85 times the value above.

At small gaps the local response fails. An electron gas resists compression, so the surface charge has a finite thickness. In the hydrodynamic model

$$m\dot{\mathbf v}=e\nabla\phi-\frac{m\beta^2}{n}\nabla\delta n,\qquad \nabla^2\phi=\frac{e\,\delta n}{\varepsilon_0},$$

where $\delta n$ is the excess electron density and $\beta^2=\tfrac35v_F^2$, the value for high frequencies, taken over here without derivation, with $v_F$ the Fermi velocity. Taking the divergence and using $\partial_t\delta n=-n\nabla\cdot\mathbf v$ gives $\partial_t^2\delta n=-\omega_p^2\delta n+\beta^2\nabla^2\delta n$. At $\omega=i\xi$ the operator $\partial_t^2$ becomes $\xi^2$, so in a metal filling $z<0$ the density varies as $e^{\kappa z}$ with $\kappa^2=k^2+(\omega_p^2+\xi^2)/\beta^2$. The potential is $ae^{kz}+be^{\kappa z}$ in the metal and $e^{kz}-Re^{-kz}$ outside. Poisson's equation gives $e\,\delta n/\varepsilon_0=(\kappa^2-k^2)be^{\kappa z}$. If no electron crosses the surface, the normal force vanishes there:

$$ka+\kappa b=\frac{\beta^2}{\omega_p^2}\kappa(\kappa^2-k^2)b=\kappa b\left(1+\frac{\xi^2}{\omega_p^2}\right),$$

so $ka=\kappa b\,\xi^2/\omega_p^2$. Continuity of potential and field requires $1-R=a+b$ and $k(1+R)=ka+\kappa b$. Eliminating $a$ and $b$,

$$R=\frac{\omega_p^2(1-k/\kappa)}{2\xi^2+\omega_p^2(1+k/\kappa)}.$$

For $\beta\to0$, $\kappa\to\infty$ and $R\to\Delta$. For finite $\beta$ the numerator is smaller and the denominator larger, so $R<\Delta$ and the attraction weakens. Here $\beta/\omega_p=0.058$ nm, and putting $R$ in place of $\Delta$ reduces $|E|$ by 8.8 %. The hard wall, however, forbids the spill-out of electrons into the gap, which acts the other way. If each effective surface plane moved outward by an assumed 0.05 nm, the gap would be 1.9 nm and $|E|$ would grow by the factor $(2/1.9)^2$, or 10.8 %. The net sign of the surface correction is thus not settled by these estimates.

Real tungsten departs from the model most clearly in its optical response. Its truly free part corresponds to a plasma energy of only about 6 eV (rough), far below the 22.85 eV used; most of the valence strength lies in interband transitions. Placing that remainder in one undamped oscillator at a rough 5 eV lowers $|E|$ by about 11 %. The leading-order factor found above, for all electrons bound at 5 eV, gives $(16.15/16.91)^3=0.87$ (0.85 with all terms of the series), a reduction of similar size. The change is modest because 5 eV is small compared with $\hbar\omega_s$, but it depends strongly on the assumed energy: 5 % at 3 eV, about 20 % at 7.5 eV and 29 % at 10 eV. The shallow core electrons, left out so far, act in the other direction: 20 per atom in one oscillator at a rough 80 eV raise $|E|$ by about 14 % (28 % if placed at 50 eV, 7 % at 120 eV). Damping enters through $\varepsilon(i\xi)=1+\omega_p^2/[\xi(\xi+\gamma)]$. The static conductivity $1/\rho=\varepsilon_0\omega_p^2/\gamma$ fixes $\gamma=\varepsilon_0\rho\,\omega_p^2$; a rough thin-film resistivity of 10 µΩ cm gives $\hbar\gamma=0.70$ eV and about 3 % less attraction if all six electrons conduct. With only the 6 eV free part conducting, the same resistivity gives $\hbar\gamma=0.048$ eV and a change below 0.1 %; this smaller value enters the combined estimate below. At 400 K the integral over $\xi$ becomes a sum over $\xi_j=2\pi jk_BT/\hbar$, with half weight for $j=0$. In the retarded model with $\hbar\gamma=0.70$ eV this changes the energy by less than 0.001 %.

With retardation, interband binding, core electrons and damping of the free part all included, the local estimate is $-3.2$ mJ/m², or 10 % less attraction than the simple formula gives. This closeness owes much to the opposite signs of the core and interband terms, whose parameters are rough: interband and core oscillators at 3 and 50 eV give $-3.8$ mJ/m², and at 10 and 200 eV $-2.4$ mJ/m². The interband oscillator was also left undamped; a width $\hbar\Gamma$ of 1, 3 or 6 eV, entering its denominator as $\omega_b^2+\xi^2+\Gamma\xi$, changes the estimate to $-3.1$, $-3.0$ or $-2.8$ mJ/m². All figures assume metal much thicker than the gap; in the simple model two free-standing films 10, 5 or 2 nm thick attract 3, 8 or 21 % less. The gap $d$ is counted between the edges of the electron fluid. If these lie half a layer spacing outside the outer atomic planes, 2 nm between (110) planes means $d=1.78$ nm and a 27 % larger $|E|$. Roughness, oxide and liner layers on real faces are not covered by any of these figures. Nor is a difference $V$ in work function between electrically connected faces, which for different facets can be several tenths of a volt (rough). It adds the capacitor attraction $-\varepsilon_0V^2/(2d)$: at 2 nm this is $-0.2$ mJ/m² for 0.3 V and $-0.8$ mJ/m², or 22 % of $|E|$, for 0.6 V.

The range of the law for this metal is therefore narrow: the gap must be far above 0.06 nm and the spill-out distance, yet far below 12 nm. The hard-wall correction is still 25 % at 0.6 nm and 16 % at 1 nm, while retardation already reaches 12 % at 3 nm and 19 % at 5 nm. At contact it does not apply. Inserting the spacing of (110) atomic layers, 0.224 nm, as an arbitrary cutoff would give $-285$ mJ/m², whereas the metallic bond between two clean tungsten faces is worth several J/m² (rough). That bond comes from electrons shared across the interface, which a model of two separate electron systems coupled by their fields leaves out. What the formula describes is the weaker van der Waals part of the attraction, which remains once a gap has opened and the electrons no longer cross it.

All numerical values are calculated from the stated model.
